# Exchange contribution to the four-spin loop estimator in valence-bond states: test program

```python
"""Valence-bond loop estimator of (Si.Sj)(Sk.Sl), spins 1/2, hbar = 1.

Result under test: if i,k lie on one loop of the transition graph of <v| and |w>
and j,l lie on another loop, then
    <v|(Si.Sj)(Sk.Sl)|w> / <v|w> = (3/16) * eta_i eta_k eta_j eta_l,
where eta = +1, -1 alternates from site to site along each loop.
The other loop classes, needed for a complete average, are tested as well.
State vectors are tensors with one axis of length 2 (up, down) for each site.
"""
from itertools import combinations
import numpy as np

rng = np.random.default_rng(12)
E = np.array([[0.0, 1.0], [-1.0, 0.0]])          # singlet matrix, i*sigma_y
SPIN = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
CLASSES = ["one loop, not interlaced", "one loop, interlaced",
           "two loops, ij|kl", "two loops, exchange", "unpaired spin"]


def bond_state(bonds):
    """Product of normalized singlets, each oriented from first to second site."""
    tensor = np.array(1.0)
    for _ in bonds:
        tensor = np.multiply.outer(tensor, E / np.sqrt(2))
    order = [site for bond in bonds for site in bond]
    return np.ascontiguousarray(tensor.transpose(np.argsort(order)))


def apply_matrix(matrix, state, site):
    return np.moveaxis(np.tensordot(matrix, state, axes=(1, site)), 0, site)


def apply_dot(state, i, j):
    """Si.Sj = (exchange of the two spins)/2 - 1/4."""
    return 0.5 * np.swapaxes(state, i, j) - 0.25 * state


def partners(bonds):
    table = [0] * (2 * len(bonds))
    for a, b in bonds:
        table[a], table[b] = b, a
    return table


def trace_loops(bra_partner, ket_partner):
    """Loop label and position along the loop for every site; number of loops."""
    n = len(bra_partner)
    label, position, count = [-1] * n, [0] * n, 0
    for start in range(n):
        if label[start] >= 0:
            continue
        site, step = start, 0
        while label[site] < 0:
            label[site], position[site] = count, step
            site = ket_partner[site]
            label[site], position[site] = count, step + 1
            site = bra_partner[site]
            step += 2
        count += 1
    return label, position, count


def estimator(label, position, i, j, k, l):
    """Class index and predicted ratio; one-loop classes need distinct sites."""
    li, lj, lk, ll = label[i], label[j], label[k], label[l]
    sign = 1 - 2 * ((position[i] + position[j] + position[k] + position[l]) % 2)
    if li == lj and lk == ll:
        if li != lk:
            return 2, sign * 9 / 16
        low, high = sorted((position[i], position[j]))
        crossed = (low < position[k] < high) != (low < position[l] < high)
        return (1, -sign * 3 / 16) if crossed else (0, sign * 9 / 16)
    if (li == lk and lj == ll) or (li == ll and lj == lk):
        return 3, sign * 3 / 16
    return 4, 0.0


# Trace lemma: a six-site loop with an arbitrary complex matrix on every site
ket = bond_state([(0, 1), (2, 3), (4, 5)])
bra = bond_state([(2, 1), (4, 3), (0, 5)])
site_matrices = rng.normal(size=(6, 2, 2)) + 1j * rng.normal(size=(6, 2, 2))
acted, product = ket, np.eye(2)
for site, matrix in enumerate(site_matrices):
    acted = apply_matrix(matrix, acted, site)
    product = product @ (matrix if site % 2 == 0 else E @ matrix.T @ E.T)
lemma_direct, lemma_trace = np.vdot(bra, acted), np.trace(product) / 8
assert abs(lemma_direct - lemma_trace) < 1e-11 * max(1, abs(lemma_direct))
print(f"trace lemma, |direct - trace| below 1e-10: {abs(lemma_direct-lemma_trace) < 1e-10}")

# All loop classes against full vectors, random bonds without any sublattices
n_sites, n_graphs = 8, 60
pairs = list(combinations(range(n_sites), 2))
seen, worst = [0] * 5, 0.0
for _ in range(n_graphs):
    bra_bonds = [tuple(map(int, b)) for b in rng.permutation(n_sites).reshape(-1, 2)]
    ket_bonds = [tuple(map(int, b)) for b in rng.permutation(n_sites).reshape(-1, 2)]
    bra, ket = bond_state(bra_bonds), bond_state(ket_bonds)
    label, position, loops = trace_loops(partners(bra_bonds), partners(ket_bonds))
    overlap = np.vdot(bra, ket)
    assert abs(abs(overlap) - 2.0 ** (loops - n_sites // 2)) < 1e-12
    left = np.array([apply_dot(bra, *p).ravel() for p in pairs])
    right = np.array([apply_dot(ket, *p).ravel() for p in pairs])
    direct = left @ right.T / overlap
    for a, (i, j) in enumerate(pairs):
        for b, (k, l) in enumerate(pairs):
            one_loop = label[i] == label[j] == label[k] == label[l]
            if one_loop and len({i, j, k, l}) < 4:
                continue        # coincident sites on one loop: outside the claim
            kind, value = estimator(label, position, i, j, k, l)
            seen[kind] += 1
            worst = max(worst, abs(value - direct[a, b]))
assert min(seen) > 0 and worst < 1e-11
print(f"random transition graphs tested (8 spins each): {n_graphs}")
for name, number in zip(CLASSES, seen):
    print(f"  matrix elements tested, {name}: {number}")
print(f"  all agree within 1e-11: {worst < 1e-11}")

# Two four-site loops, 0-1-2-3 and 4-5-6-7, resolved into spin components
ket = bond_state([(0, 1), (2, 3), (4, 5), (6, 7)])
bra = bond_state([(2, 1), (0, 3), (6, 5), (4, 7)])
overlap = np.vdot(bra, ket)


def component_table(i, j, k, l):
    table = np.zeros((3, 3), complex)
    for a in range(3):
        for b in range(3):
            state = ket
            for comp, site in ((b, l), (b, k), (a, j), (a, i)):
                state = apply_matrix(SPIN[comp], state, site)
            table[a, b] = np.vdot(bra, state) / overlap
    return table


for site in range(8):
    for a in range(3):
        assert abs(np.vdot(bra, apply_matrix(SPIN[a], ket, site))) < 1e-12
for i, k in ((0, 2), (0, 1), (0, 0)):
    for a in range(3):
        for b in range(3):
            state = apply_matrix(SPIN[a], apply_matrix(SPIN[b], ket, k), i)
            expected = (a == b) * (-1) ** (i + k) / 4
            assert abs(np.vdot(bra, state) / overlap - expected) < 1e-12
table = component_table(0, 4, 2, 6)
flipped = component_table(0, 4, 1, 6)
assert np.allclose(table, np.eye(3) / 16, atol=1e-12)
assert np.allclose(flipped, -np.eye(3) / 16, atol=1e-12)
single_ij = np.vdot(bra, apply_dot(ket, 0, 4)) / overlap
single_kl = np.vdot(bra, apply_dot(ket, 2, 6)) / overlap
assert abs(single_ij) < 1e-12 and abs(single_kl) < 1e-12
print("two four-site loops 0-1-2-3 and 4-5-6-7; i=0, j=4, k=2, l=6 (hbar = 1)")
print(f"  overlap <v|w>: {overlap:.4f}")
print(f"  ratio for Si.Sj alone: {abs(single_ij):.4f}; Sk.Sl alone: {abs(single_kl):.4f}")
for a, name in enumerate("xyz"):
    row = "  ".join(f"{abs(x):.4f}" for x in table[a])
    print(f"  |component terms|, a={name}, b=x,y,z: {row}")
print(f"  sum, (Si.Sj)(Sk.Sl): {table.sum().real:+.4f}")
print(f"  same with k=1 in place of k=2: {flipped.sum().real:+.4f}")

# Equal-amplitude nearest-neighbour RVB state on the 4x4 periodic square lattice
L = 4


def site_at(x, y):
    return (x % L) + L * (y % L)


neighbours = [[site_at(x + 1, y), site_at(x - 1, y), site_at(x, y + 1), site_at(x, y - 1)]
              for y in range(L) for x in range(L)]


def coverings(free):
    if not free:
        yield []
        return
    first = min(free)
    for other in neighbours[first]:
        if other in free:
            # orient every bond from the even to the odd sublattice
            even = (first % L + first // L) % 2 == 0
            bond = (first, other) if even else (other, first)
            for rest in coverings(free - {first, other}):
                yield [bond] + rest


all_coverings = list(coverings(frozenset(range(L * L))))
psi = sum(bond_state(c) for c in all_coverings)
norm = np.vdot(psi, psi)
i, j = site_at(0, 0), site_at(1, 0)
second_bonds = {rows: (site_at(0, rows), site_at(1, rows)) for rows in (1, 2)}
weight_sum, bond_sum = 0.0, 0.0
class_weight = {rows: np.zeros(5) for rows in second_bonds}
class_value = {rows: np.zeros(5) for rows in second_bonds}
tables = [partners(c) for c in all_coverings]
for bra_partner in tables:
    for ket_partner in tables:
        label, position, loops = trace_loops(bra_partner, ket_partner)
        weight = 2.0 ** (loops - L * L // 2)
        weight_sum += weight
        if label[i] == label[j]:
            bond_sum -= 0.75 * weight
        for rows, (k, l) in second_bonds.items():
            kind, value = estimator(label, position, i, j, k, l)
            class_weight[rows][kind] += weight
            class_value[rows][kind] += weight * value
assert abs(weight_sum / norm - 1) < 1e-10
bond_mean = bond_sum / weight_sum
psi_ij = apply_dot(psi, i, j)
bond_exact = np.vdot(psi, psi_ij) / norm
assert abs(bond_mean - bond_exact) < 1e-10
print("RVB state, 4x4 periodic lattice, 16 spins (hbar = 1)")
print(f"  dimer coverings: {len(all_coverings)}; pairs: {len(all_coverings)**2}")
print(f"  <Si.Sj> on a bond: loops {bond_mean:.6f}, wave function {bond_exact:.6f}")
for rows, (k, l) in second_bonds.items():
    parts = class_value[rows] / weight_sum
    shares = class_weight[rows] / weight_sum
    direct = np.vdot(psi_ij, apply_dot(psi, k, l)) / norm
    assert abs(parts.sum() - direct) < 1e-10
    assert shares[3] > 0 and abs(parts[3] / shares[3] - 3 / 16) < 1e-10
    mean_kl = np.vdot(psi, apply_dot(psi, k, l)) / norm
    assert abs(mean_kl - bond_exact) < 1e-10
    connected = direct - bond_exact * mean_kl
    print(f"parallel bonds, separation in rows: {rows}")
    for name, share, part in zip(CLASSES, shares, parts):
        print(f"  {name}: weight {share:.6f}, contribution {part:+.6f}")
    print(f"  total from loops: {parts.sum():.6f}; from wave function: {direct:.6f}")
    print(f"  total with exchange class set to zero: {parts.sum() - parts[3]:.6f}")
    print(f"  connected correlation: {connected:+.6f}")
    print(f"  connected, exchange class set to zero: {connected - parts[3]:+.6f}")

print("OK")
```

Running it gives:

```
trace lemma, |direct - trace| below 1e-10: True
random transition graphs tested (8 spins each): 60
  matrix elements tested, one loop, not interlaced: 9064
  matrix elements tested, one loop, interlaced: 4532
  matrix elements tested, two loops, ij|kl: 1276
  matrix elements tested, two loops, exchange: 5472
  matrix elements tested, unpaired spin: 13440
  all agree within 1e-11: True
two four-site loops 0-1-2-3 and 4-5-6-7; i=0, j=4, k=2, l=6 (hbar = 1)
  overlap <v|w>: 0.2500
  ratio for Si.Sj alone: 0.0000; Sk.Sl alone: 0.0000
  |component terms|, a=x, b=x,y,z: 0.0625  0.0000  0.0000
  |component terms|, a=y, b=x,y,z: 0.0000  0.0625  0.0000
  |component terms|, a=z, b=x,y,z: 0.0000  0.0000  0.0625
  sum, (Si.Sj)(Sk.Sl): +0.1875
  same with k=1 in place of k=2: -0.1875
RVB state, 4x4 periodic lattice, 16 spins (hbar = 1)
  dimer coverings: 272; pairs: 73984
  <Si.Sj> on a bond: loops -0.334318, wave function -0.334318
parallel bonds, separation in rows: 1
  one loop, not interlaced: weight 0.146175, contribution +0.082223
  one loop, interlaced: weight 0.001837, contribution -0.000344
  two loops, ij|kl: weight 0.158540, contribution +0.089179
  two loops, exchange: weight 0.158540, contribution +0.029726
  unpaired spin: weight 0.534909, contribution +0.000000
  total from loops: 0.200783; from wave function: 0.200783
  total with exchange class set to zero: 0.171057
  connected correlation: +0.089015
  connected, exchange class set to zero: +0.059288
parallel bonds, separation in rows: 2
  one loop, not interlaced: weight 0.058552, contribution +0.032935
  one loop, interlaced: weight 0.000985, contribution -0.000185
  two loops, ij|kl: weight 0.173398, contribution +0.097536
  two loops, exchange: weight 0.019538, contribution +0.003663
  unpaired spin: weight 0.747527, contribution +0.000000
  total from loops: 0.133951; from wave function: 0.133951
  total with exchange class set to zero: 0.130287
  connected correlation: +0.022182
  connected, exchange class set to zero: +0.018518
OK
```
